# Nitrogen activity and the nitriding potential in ammonia–hydrogen gas: verification in Python

```python
"""
Result under test: when NH3 = [N] + 3/2 H2 is in equilibrium at a surface,
    a_N = K(T) * p_NH3 / p_H2**1.5       (pressures in bar, standard 1 bar),
where a_N is the nitrogen activity relative to half N2 gas at 1 bar, and K is
the equilibrium constant of NH3 -> 1/2 N2 + 3/2 H2. N2 formation is frozen.
r_N = p_NH3 / p_H2**1.5 is the nitriding potential, in bar**-0.5.
alpha is the dissociated fraction of an ammonia feed.
K comes from computed molecules and ideal-gas statistical mechanics.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar, root
from pyscf import cc, gto, lib, mp, scf

lib.num_threads(1)
HARTREE = const.physical_constants["Hartree energy"][0]
BOHR = const.physical_constants["Bohr radius"][0]
WAVENUMBER = HARTREE / (const.h * const.c * 100)
AMU_AU = const.atomic_mass / const.m_e
KB, H_PLANCK, BAR = const.k, const.h, 1.0e5
STEP = 0.01


def build(symbols, xyz, basis):
    atoms = [(s, tuple(float(v) for v in x)) for s, x in zip(symbols, xyz)]
    return gto.M(atom=atoms, unit="Bohr", basis=basis, verbose=0)


def gradient(symbols, xyz):
    """MP2/cc-pVDZ energy gradient in hartree/bohr."""
    field = scf.RHF(build(symbols, xyz, "cc-pvdz"))
    field.conv_tol, field.conv_tol_grad = 1e-12, 1e-7
    field.kernel()
    assert field.converged
    return np.array(mp.MP2(field).run().nuc_grad_method().kernel())


def coupled_cluster_energy(symbols, xyz, frozen):
    field = scf.RHF(build(symbols, xyz, "cc-pvtz")).run()
    solver = cc.CCSD(field, frozen=frozen).run()
    assert field.converged and solver.converged
    triples = solver.ccsd_t() if len(set(symbols)) > 1 or symbols[0] == "N" else 0.0
    return float(solver.e_tot + triples)


def record(symbols, xyz, omegas, sigma, frozen):
    xyz = np.array(xyz, float)
    masses = build(symbols, xyz, "cc-pvdz").atom_mass_list(isotope_avg=True)
    centred = xyz - masses @ xyz / masses.sum()
    inertia = sum(m * (x @ x * np.eye(3) - np.outer(x, x))
                  for m, x in zip(masses, centred))
    moments = np.linalg.eigvalsh(inertia) * const.atomic_mass * BOHR**2
    return dict(energy=coupled_cluster_energy(symbols, xyz, frozen) * HARTREE,
                mass=masses.sum() * const.atomic_mass, moments=moments,
                quanta=np.array(omegas) * HARTREE, sigma=sigma,
                linear=len(symbols) == 2)


def diatomic(symbol, guess, frozen):
    def pull(d):
        return gradient([symbol] * 2, [[0, 0, 0], [0, 0, d]])[1, 2]
    bond = brentq(pull, 0.93 * guess, 1.07 * guess, xtol=1e-6)
    stiffness = (pull(bond + STEP) - pull(bond - STEP)) / (2 * STEP)
    xyz = [[0, 0, 0], [0, 0, bond]]
    mass = build([symbol] * 2, xyz, "cc-pvdz").atom_mass_list(isotope_avg=True)[0]
    omega = np.sqrt(stiffness / (mass * AMU_AU / 2))
    return record([symbol] * 2, xyz, [omega], 2, frozen), bond


def turn(k):
    c, s = np.cos(2 * np.pi * k / 3), np.sin(2 * np.pi * k / 3)
    return np.array([[c, -s, 0], [s, c, 0], [0, 0, 1.0]])


def ammonia():
    symbols = ["N", "H", "H", "H"]

    def shape(p):
        first = np.array([p[0], 0, -p[1]])
        return np.array([np.zeros(3)] + [turn(k) @ first for k in range(3)])

    found = root(lambda p: gradient(symbols, shape(p))[1, [0, 2]],
                 [1.785, 0.75], options={"xtol": 1e-6})
    xyz = shape(found.x)
    assert np.abs(gradient(symbols, xyz)).max() < 2e-5
    # Displace one hydrogen; threefold symmetry supplies the other two.
    columns = np.zeros((4, 3, 3))
    for axis in range(3):
        shift = np.zeros((4, 3))
        shift[1, axis] = STEP
        columns[:, :, axis] = (gradient(symbols, xyz + shift)
                               - gradient(symbols, xyz - shift)) / (2 * STEP)
    hessian = np.zeros((4, 3, 4, 3))
    for k in range(3):
        for i in range(4):
            target = 0 if i == 0 else 1 + (i - 1 + k) % 3
            hessian[target, :, 1 + k, :] = turn(k) @ columns[i] @ turn(k).T
    hessian[:, :, 0, :] = -hessian[:, :, 1:, :].sum(axis=2)
    matrix = hessian.reshape(12, 12)
    matrix = (matrix + matrix.T) / 2
    masses = build(symbols, xyz, "cc-pvdz").atom_mass_list(isotope_avg=True)
    weights = np.sqrt(np.repeat(masses * AMU_AU, 3))
    values = np.linalg.eigvalsh(matrix / np.outer(weights, weights))
    values = values[np.argsort(np.abs(values))]
    # Rigid motions cost no energy, up to finite-difference error.
    assert np.sqrt(np.abs(values[:6])).max() * WAVENUMBER < 60
    assert values[6:].min() > 0
    bond = np.linalg.norm(xyz[1])
    angle = np.degrees(np.arccos(xyz[1] @ xyz[2] / bond**2))
    return record(symbols, xyz, np.sqrt(values[6:]), 3, 1), bond, angle


def standard_mu(mol, T):
    """Chemical potential at 1 bar, in joule per molecule."""
    kt = KB * T
    translation = (2 * np.pi * mol["mass"] * kt / H_PLANCK**2) ** 1.5 * kt / BAR
    scaled = 8 * np.pi**2 * mol["moments"] * kt / H_PLANCK**2
    rotation = scaled[-1] if mol["linear"] else np.sqrt(np.pi * np.prod(scaled))
    x = mol["quanta"] / kt
    log_vibration = np.sum(-x / 2 - np.log1p(-np.exp(-x)))
    return mol["energy"] - kt * (np.log(translation * rotation / mol["sigma"])
                                 + log_vibration)


def enthalpy(mol, T):
    kt, q = KB * T, mol["quanta"]
    return (mol["energy"] + np.sum(q / 2 + q / np.expm1(q / kt))
            + kt * (2.5 + (1.0 if mol["linear"] else 1.5)))


nh3, bond_nh, angle_hnh = ammonia()
n2, bond_nn = diatomic("N", 2.13, 2)
h2, bond_hh = diatomic("H", 1.42, 0)


def reaction(prop):
    return 0.5 * prop(n2) + 1.5 * prop(h2) - prop(nh3)


def log_K(T):
    return -reaction(lambda m: standard_mu(m, T)) / (KB * T)


T0 = 800.0
K0 = np.exp(log_K(T0))

# Slope of ln K against enthalpies summed directly from the energy levels.
slope_heat = KB * T0**2 * (log_K(T0 + 0.1) - log_K(T0 - 0.1)) / 0.2
direct_heat = reaction(lambda m: enthalpy(m, T0))
assert abs(slope_heat / direct_heat - 1) < 1e-5

# Classical H2 rotor against explicit ortho and para levels.
theta = H_PLANCK**2 / (8 * np.pi**2 * h2["moments"][-1] * KB)
J = np.arange(60)
level_sum = np.sum(np.where(J % 2, 0.75, 0.25) * (2 * J + 1)
                   * np.exp(-J * (J + 1) * theta / T0))
rotor_ratio = level_sum / (T0 / (2 * theta))
assert abs(rotor_ratio - 1) < 0.05

# Closed gas and non-ideal interstitial solid at the Gibbs minimum.
# All energies here are divided by RT and referred to the elements at 1 bar.
SITES, SITE_ENERGY, REPULSION = 0.2, 5.0, 3.0


def solid_G(n):
    y = n / SITES
    return SITES * (SITE_ENERGY * y + REPULSION * y**2 / 2
                    + y * np.log(y) + (1 - y) * np.log(1 - y))


def gas_G(amounts, pressure):
    amounts = np.array(amounts)
    offsets = np.array([log_K(T0), 0.0, 0.0])      # NH3, H2, N2
    return np.sum(amounts * (offsets + np.log(amounts / amounts.sum() * pressure)))


rows, log_activity, occupancies = [], [], []
for a0, b0, c0, P in itertools.product((1.0, 3.0), (1.0, 4.0), (0.2, 2.0), (0.5, 2.0)):
    def total_G(x):
        return gas_G([a0 - x, b0 + 1.5 * x, c0], P) + solid_G(x)
    best = minimize_scalar(total_G, bounds=(1e-9, SITES - 1e-9), method="bounded",
                           options={"xatol": 1e-11}).x
    mu_N = (solid_G(best + 1e-6) - solid_G(best - 1e-6)) / 2e-6
    gas = np.array([a0 - best, b0 + 1.5 * best, c0])
    partial = gas / gas.sum() * P
    rows.append([1.0, *np.log(partial)])
    log_activity.append(mu_N)
    occupancies.append(best / SITES)
    # Tolerance set by the flatness of G at its numerical minimum.
    assert abs(np.exp(mu_N) / (K0 * partial[0] / partial[1]**1.5) - 1) < 1e-4
fit = np.linalg.lstsq(np.array(rows), np.array(log_activity), rcond=None)[0]
assert np.allclose(fit, [np.log(K0), 1.0, -1.5, 0.0], atol=2e-4)
low, high = int(np.argmin(log_activity)), int(np.argmax(log_activity))
activity_span = np.exp(log_activity[high] - log_activity[low])
occupancy_span = occupancies[high] / occupancies[low]
assert activity_span > 1.5 * occupancy_span


# Partly dissociated ammonia: atom balance against the closed formula.
def feed_pressures(alpha, P):
    # Unknown amounts NH3, H2, N2; rows: NH3 left, N atoms, H atoms.
    amounts = np.linalg.solve([[1, 0, 0], [1, 0, 2], [3, 2, 0]], [1 - alpha, 1, 3])
    return amounts / amounts.sum() * P


def potential_formula(alpha, P):
    return (1 - alpha) * np.sqrt(1 + alpha) / ((1.5 * alpha)**1.5 * np.sqrt(P))


table = []
for alpha, P in ((0.2, 1.0), (0.5, 1.0), (0.8, 1.0), (0.5, 4.0)):
    p = feed_pressures(alpha, P)
    r = p[0] / p[1]**1.5
    assert abs(r / potential_formula(alpha, P) - 1) < 1e-12
    table.append((alpha, P, *p, r, K0 * r))
assert abs(table[3][5] / table[1][5] - 0.5) < 1e-12

# Complete gas equilibrium, N2 formation included, starting from pure NH3.
def cracked_G(log_left):
    left = np.exp(log_left)
    return gas_G([left, 1.5 * (1 - left), 0.5 * (1 - left)], 1.0)


left = np.exp(minimize_scalar(cracked_G, bounds=(-16, -0.01), method="bounded",
                              options={"xatol": 1e-10}).x)
full = feed_pressures(1 - left, 1.0)
full_activity = K0 * full[0] / full[1]**1.5
assert abs(full_activity / np.sqrt(full[2]) - 1) < 1e-4

# Loss of surface nitrogen as N2 lowers the activity below equilibrium.
a_eq, p_n2 = table[1][6], table[1][4]
kinetic = []
for phi in (1e-5, 1e-4, 1e-2):
    run = solve_ivp(lambda t, a: (a_eq - a) - phi * (a**2 - p_n2), (0, 50), [0.0],
                    method="LSODA", rtol=1e-9, atol=1e-10)
    steady = (-1 + np.sqrt(1 + 4 * phi * (a_eq + phi * p_n2))) / (2 * phi)
    assert run.success and abs(run.y[0, -1] / steady - 1) < 1e-6
    assert steady < a_eq
    kinetic.append((phi, phi * (a_eq**2 - p_n2) / a_eq, steady, steady / a_eq))
assert kinetic[0][3] > kinetic[1][3] > kinetic[2][3]

ANG = BOHR * 1e10
KJ = const.N_A / 1000
print(f"N-H bond {bond_nh*ANG:.4f} angstrom, H-N-H angle {angle_hnh:.2f} degree")
print(f"N-N bond {bond_nn*ANG:.4f} angstrom, H-H bond {bond_hh*ANG:.4f} angstrom")
for name, mol in (("NH3", nh3), ("N2", n2), ("H2", h2)):
    waves = " ".join(f"{q/HARTREE*WAVENUMBER:.0f}" for q in mol["quanta"])
    print(f"{name} energy {mol['energy']/HARTREE:.6f} hartree")
    print(f"{name} harmonic wavenumbers {waves} cm^-1")
print("Reaction NH3 -> 1/2 N2 + 3/2 H2:")
print(f"electronic energy {reaction(lambda m: m['energy'])*KJ:.2f} kJ/mol")
print(f"zero-point change {reaction(lambda m: m['quanta'].sum()/2)*KJ:.2f} kJ/mol")
print(f"enthalpy at {T0:.0f} K: {direct_heat*KJ:.2f} kJ/mol")
print(f"enthalpy from slope of ln K: {slope_heat*KJ:.2f} kJ/mol")
for T in (700.0, 800.0, 900.0):
    print(f"T {T:.0f} K: Gibbs energy {-KB*T*log_K(T)*KJ:.2f} kJ/mol, "
          f"K {np.exp(log_K(T)):.1f}")
print(f"H2 rotor: level sum / classical value at {T0:.0f} K = {rotor_ratio:.4f}")
print(f"K multiplied by {rotor_ratio**1.5:.4f} if level sum is used")
print(f"Model solid: sites {SITES} mol, site energy {SITE_ENERGY} RT, "
      f"repulsion {REPULSION} RT")
print(f"Gibbs minima: {len(rows)} mixtures at {T0:.0f} K")
print(f"fitted exponents: NH3 {fit[1]:.5f}, H2 {fit[2]:.5f}, N2 {abs(fit[3]):.5f} (size)")
print(f"K from fit {np.exp(fit[0]):.2f}, K from partition functions {K0:.2f}")
print(f"lowest, highest activity {np.exp(log_activity[low]):.1f}, "
      f"{np.exp(log_activity[high]):.1f}")
print(f"their site fractions {occupancies[low]:.4f}, {occupancies[high]:.4f}")
print(f"activity ratio {activity_span:.2f}, site-fraction ratio {occupancy_span:.2f}")
print(f"Ammonia feed at {T0:.0f} K (pressures in bar, r_N in bar^-0.5):")
for alpha, P, pa, ph, pn, r, a in table:
    print(f"alpha {alpha:.1f}, P {P:.0f}: NH3 {pa:.4f}, H2 {ph:.4f}, N2 {pn:.4f}")
    print(f"  r_N {r:.4f}, a_N {a:.1f}, equivalent N2 fugacity {a*a:.3e} bar")
print(f"Full gas equilibrium at 1 bar: NH3 {full[0]:.3e} bar, H2 {full[1]:.4f} bar")
print(f"  N2 {full[2]:.4f} bar, a_N {full_activity:.4f}, "
      f"sqrt(p_N2/1 bar) {np.sqrt(full[2]):.4f}")
print("N2 loss, alpha 0.5, P 1 bar (phi is a model parameter):")
for phi, criterion, steady, ratio in kinetic:
    print(f"phi {phi:.0e}: criterion {criterion:.4f}, steady a_N {steady:.2f}, "
          f"ratio to equilibrium {ratio:.4f}")
print("all tests passed")
```

Running it gives:

```
N-H bond 1.0226 angstrom, H-N-H angle 103.96 degree
N-N bond 1.1293 angstrom, H-H bond 0.7544 angstrom
NH3 energy -56.472955 hartree
NH3 harmonic wavenumbers 1161 1690 1690 3491 3635 3635 cm^-1
N2 energy -109.372340 hartree
N2 harmonic wavenumbers 2176 cm^-1
H2 energy -1.172248 hartree
H2 harmonic wavenumbers 4501 cm^-1
Reaction NH3 -> 1/2 N2 + 3/2 H2:
electronic energy 74.60 kJ/mol
zero-point change -44.63 kJ/mol
enthalpy at 800 K: 46.01 kJ/mol
enthalpy from slope of ln K: 46.01 kJ/mol
T 700 K: Gibbs energy -36.34 kJ/mol, K 514.8
T 800 K: Gibbs energy -48.02 kJ/mol, K 1364.8
T 900 K: Gibbs energy -59.83 kJ/mol, K 2967.8
H2 rotor: level sum / classical value at 800 K = 1.0360
K multiplied by 1.0545 if level sum is used
Model solid: sites 0.2 mol, site energy 5.0 RT, repulsion 3.0 RT
Gibbs minima: 16 mixtures at 800 K
fitted exponents: NH3 1.00000, H2 -1.50000, N2 0.00000 (size)
K from fit 1364.84, K from partition functions 1364.84
lowest, highest activity 246.1, 9626.8
their site fractions 0.3602, 0.8394
activity ratio 39.11, site-fraction ratio 2.33
Ammonia feed at 800 K (pressures in bar, r_N in bar^-0.5):
alpha 0.2, P 1: NH3 0.6667, H2 0.2500, N2 0.0833
  r_N 5.3333, a_N 7279.2, equivalent N2 fugacity 5.299e+07 bar
alpha 0.5, P 1: NH3 0.3333, H2 0.5000, N2 0.1667
  r_N 0.9428, a_N 1286.8, equivalent N2 fugacity 1.656e+06 bar
alpha 0.8, P 1: NH3 0.1111, H2 0.6667, N2 0.2222
  r_N 0.2041, a_N 278.6, equivalent N2 fugacity 7.762e+04 bar
alpha 0.5, P 4: NH3 1.3333, H2 2.0000, N2 0.6667
  r_N 0.4714, a_N 643.4, equivalent N2 fugacity 4.140e+05 bar
Full gas equilibrium at 1 bar: NH3 2.378e-04 bar, H2 0.7498 bar
  N2 0.2499 bar, a_N 0.4999, sqrt(p_N2/1 bar) 0.4999
N2 loss, alpha 0.5, P 1 bar (phi is a model parameter):
phi 1e-05: criterion 0.0129, steady a_N 1270.64, ratio to equilibrium 0.9875
phi 1e-04: criterion 0.1287, steady a_N 1153.69, ratio to equilibrium 0.8966
phi 1e-02: criterion 12.8679, steady a_N 312.19, ratio to equilibrium 0.2426
all tests passed
```
